# Image-force barrier lowering at a planar metal contact

**Question**

I am stuck on an exercise about electron injection from a metal into an insulator. The contact is planar, the field in the insulator is $10^8$ V/m, its relative permittivity is 4, and I have to calculate how far the image force lowers the barrier.

I put an image charge $+q$ behind the surface, at distance $2x$ from the electron, and wrote the energy as

$$-\frac{q^2}{4\pi\varepsilon_0\varepsilon_r(2x)}-qEx .$$

The maximum of this lies 0.27 eV below the original barrier. A classmate started from the force instead of the energy, and her answer is smaller by a factor $\sqrt2$. We both used the same image charge, so who is right, and why?

I also have two questions about the meaning. We were not given the barrier height; is it needed? And may I conclude that the injected current rises by $\exp(\Delta\phi/kT)$, where $\Delta\phi$ is the lowering?

**Answer**

Your classmate is right. The image charge gives the correct force, but your energy is that of two independent charges, which is twice too large here. The barrier height is not needed for the lowering. The exponential law for the current needs further conditions. One of them is that tunnelling is weak, and a field of $10^8$ V/m can violate it at room temperature.

**Setting up the energy**

Let the metal fill $x<0$ and the insulator $x>0$. The electron has charge $-q$, with $q>0$. I treat the insulator as a uniform linear dielectric and the metal as a perfect conductor, and write $\varepsilon=\varepsilon_0\varepsilon_r$. The symbol $E$ is the magnitude of the field inside the insulator. Its direction is such that it pulls the electron away from the metal, so the force $+qE$ along $x$ contributes the energy $-qEx$.

Energies are measured from the Fermi level of the metal. Without field and image force, the bottom of the insulator's conduction band lies at $\phi_B$.

The electron attracts positive charge to the metal surface. To find the field of this charge in the insulator, replace the metal by a charge $+q$ at $-x$. Every point of the surface is equally far from $-q$ and $+q$, so their potentials cancel there, as a grounded conductor requires. The charge in the region $x>0$ is unchanged. For a potential that vanishes far away, these two conditions fix its value everywhere in the insulator, so the replacement gives the correct field there.

The separation is $2x$, and the attraction has magnitude

$$F_{\rm im}(x)=\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.$$

The pull on the metal surface must have the same size, which gives a check. At distance $r$ from the foot of the perpendicular, the electron and its image contribute equal normal fields. Together they give

$$E_n=\frac{2qx}{4\pi\varepsilon(r^2+x^2)^{3/2}} .$$

The field pulls on each unit of area with the stress $\varepsilon E_n^2/2$. Integrating over rings of area $2\pi r\,dr$,

$$\int_0^\infty\frac{\varepsilon E_n^2}{2}\,2\pi r\,dr
=\frac{q^2x^2}{4\pi\varepsilon}\int_0^\infty\frac{r\,dr}{(r^2+x^2)^3}
=\frac{q^2x^2}{4\pi\varepsilon}\,\frac{1}{4x^4},$$

which is again $q^2/(16\pi\varepsilon x^2)$.

**Where the factor of two comes from**

Take the image energy to be zero far from the metal. At distance $x$ it is minus the work needed to pull the electron out to infinity:

$$U_{\rm im}(x)=-\int_x^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds
=-\frac{q^2}{16\pi\varepsilon x}.$$

The sign is right: $-dU_{\rm im}/dx=-q^2/(16\pi\varepsilon x^2)$ points towards the metal.

Your expression is $-q^2/(8\pi\varepsilon x)$, twice this. Its magnitude would be the work needed to separate two real charges. Here you do work on the electron alone. The image moves back by itself, because it stands for surface charge that rearranges on a conductor at constant potential.

The field energy tells the same story. Two real charges $-q$ and $+q$ would have a field on both sides of the midplane, with equal energy on each side. The metal contains no such field, so half of the interaction energy is absent.

**Finding the barrier top**

The full energy is

$$V(x)=\phi_B-\frac{K}{x}-fx,\qquad K=\frac{q^2}{16\pi\varepsilon},\qquad f=qE .$$

At the top the slope vanishes:

$$V'(x)=\frac{K}{x^2}-f=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{K}{f}}=\sqrt{\frac{q}{16\pi\varepsilon E}} .$$

The second derivative, $V''=-2K/x^3$, is negative, so this is a maximum. From $K=fx_m^2$ it follows that $K/x_m=fx_m$: the image force and the applied field contribute equally to the lowering. Hence

$$\Delta\phi=\phi_B-V(x_m)=\frac{K}{x_m}+fx_m=2fx_m=2\sqrt{Kf}.$$

Now insert $K$ and $f$, and take the factor 2 under the root as 4:

$$\Delta\phi=\sqrt{4\,\frac{q^2}{16\pi\varepsilon}\,qE}
=\sqrt{\frac{q^3E}{4\pi\varepsilon_0\varepsilon_r}} .$$

The barrier height has cancelled, because it shifts the whole curve without moving its maximum. It matters again for the current. With your energy, $K$ is replaced by $2K$, and $2\sqrt{Kf}$ grows by $\sqrt2$. That is the whole disagreement between you.

**The numbers**

In SI units it is convenient to calculate the lowering in volts first, by dividing $\Delta\phi$ by $q$:

$$\frac{\Delta\phi}{q}=\sqrt{\frac{qE}{4\pi\varepsilon_0\varepsilon_r}}
=\sqrt{\frac{1.6022\times10^{-11}}{4.4506\times10^{-10}}}\ {\rm V}
=\sqrt{0.0360}\ {\rm V}=0.190\ {\rm V}.$$

The numerator is in newtons and the denominator in F/m; their quotient has the unit V². For one elementary charge, 0.190 V corresponds to

$$\Delta\phi\approx0.19\ {\rm eV}.$$

The calculation is shorter in eV and nm. The field is 1 MV/cm, so $f=0.100$ eV/nm. With $q^2/(4\pi\varepsilon_0)=1.440$ eV nm,

$$K=\frac{1.440}{4\times4}\ {\rm eV\,nm}=0.0900\ {\rm eV\,nm},
\qquad x_m=\sqrt{\frac{0.0900}{0.100}}\ {\rm nm}=0.949\ {\rm nm}.$$

Each of the two terms is then 0.0949 eV at the top, and their sum is 0.190 eV. Your version gives 0.268 eV.

The maximum can also be found without the image construction. I solved the electrostatic problem between two grounded plates 2000 nm apart, so that the far plate hardly matters, and searched for the maximum numerically. It lies at 0.9487 nm, with a lowering of 0.1897 eV, in agreement with the formulas to the digits shown.

**How the result behaves**

The lowering varies as $\sqrt{E/\varepsilon_r}$. At fixed permittivity, a field ten times weaker gives 0.060 eV, and the top moves outwards by $\sqrt{10}$, to 3.0 nm. As $E$ goes to zero, the lowering vanishes and the top recedes to infinity.

If the field is reversed, so that it pushes the electron towards the metal, the slope becomes $K/x^2+q|E|$. This is positive everywhere, so there is no maximum and the formula does not apply.

Very close to the metal, $-K/x$ runs to minus infinity. That is a failure of the classical point-charge model. The lowering depends on the potential near $x_m$, but 0.95 nm is only a few atomic spacings, so a third digit in the result has no physical weight.

**Does the current rise by $\exp(\Delta\phi/kT)$?**

It does if the electrons pass over the top without being scattered back, the barrier is many $kT$ high, and everything else is held fixed. The number of electrons with enough energy is then proportional to $\exp[-(\phi_B-\Delta\phi)/kT]$. At 300 K, $kT=0.02585$ eV, and the lowering gives a factor $\exp(0.1897/0.02585)\approx1500$.

The condition on scattering is not always met. If electrons in the insulator scatter within a distance much shorter than $x_m$, many return to the metal. The current is then limited by drift, and its prefactor also depends on the field. The estimates below leave scattering out.

The same field also makes the barrier thin, and electrons can tunnel through it below the top. To see when this matters, expand the potential about $x_m$. With $\xi=x-x_m$ and $K=fx_m^2$,

$$V\approx V(x_m)-\frac12\,\frac{2f}{x_m}\,\xi^2 .$$

This is an upside-down oscillator. For an electron of effective mass $m$, comparison with $m\omega^2\xi^2/2$ gives

$$\omega=\sqrt{\frac{2qE}{m x_m}} .$$

Consider an electron at energy $\delta$ below the top. It meets the barrier between $\xi=-a$ and $\xi=a$, where $a^2=2\delta/(m\omega^2)$. In the semiclassical approximation its transmission is about $e^{-S}$ once $S$ is well above 1, with

$$S=\frac2\hbar\int_{-a}^{a}\sqrt{2m\left(\delta-\tfrac12m\omega^2\xi^2\right)}\,d\xi
=\frac{2m\omega}{\hbar}\int_{-a}^{a}\sqrt{a^2-\xi^2}\,d\xi .$$

The last integral is the area of a half disc, $\pi a^2/2$, so

$$S=\frac{\pi m\omega a^2}{\hbar}=\frac{2\pi\delta}{\hbar\omega}.$$

Going down by $\delta$ costs a factor $e^{-2\pi\delta/\hbar\omega}$ in transmission. It gains a factor $e^{\delta/kT}$ in the number of electrons available. The current is concentrated near the top only if the loss wins:

$$kT>\frac{\hbar\omega}{2\pi}.$$

For tunnelling to be a small correction, $kT$ must be well above this value.

Now take a concrete contact with $\phi_B=2$ eV, a film 20 nm thick and an effective mass of 0.2 electron masses. At 1 MV/cm, $\hbar\omega=0.283$ eV and $\hbar\omega/2\pi=0.045$ eV. This exceeds $kT$ at 300 K; the two become equal at about 520 K. At room temperature the condition fails.

The parabola cannot give the current in that case, because the main contribution comes from far below the top. I therefore integrated the semiclassical transmission of the full barrier over the thermal distribution of electrons. With field and flat barrier fixed, the current relative to purely thermionic flow over the lowered barrier is:

| Temperature | Current relative to thermionic |
|---|---|
| 300 K | about 800 |
| 400 K | about 19 |
| 800 K | about 1.8 |

These semiclassical values leave out the reflection of electrons at the steep side of the barrier next to the metal. It also acts on electrons above the top and can lower the current by a factor of a few. The value 1.8 at 800 K therefore shows what tunnelling adds, not that the total current exceeds the ideal thermionic one.

At 300 K, the energy carrying the largest current lies about 0.50 eV below the top. The semiclassical transmission there is $1.9\times10^{-7}$. A direct solution of the wave equation gives $1.3\times10^{-7}$, for a metal band starting 5 eV below the Fermi level and the same mass throughout. The factor 800 is thus an order of magnitude for the assumed mass only. The mass enters the exponent of the transmission, so a different plausible value can change the factor by more than ten times.

So the lowering of 0.19 eV stands as a statement about the potential, but it is not the change in activation energy of this contact's current at 300 K. As far as tunnelling is concerned, a weaker field restores the simple picture. Since $x_m\propto E^{-1/2}$, the frequency $\omega$ varies as $E^{3/4}$ and falls with the field. At 0.1 MV/cm and 300 K, tunnelling adds about 14% to the thermionic current in the same semiclassical estimate. The lowering of 0.060 eV then gives a Boltzmann factor $\exp(0.060/0.02585)\approx10$. This is still only a rough value for the rise of the current. For so light an electron the reflection next to the metal changes with the field as well, and it can reduce the rise by about a third.

**Which permittivity, and how real is the example?**

The contact above has rough typical values for a hafnium-oxide resistive-switching film on a metal nitride electrode. In such an oxide the value 4 is roughly the optical permittivity, due to the electrons alone. The static value, which includes the motion of the ions, is roughly 20. With the same field in the film, the static value would give a lowering of only 0.085 eV.

The choice depends on whether the ions can follow the passing electron. At the speed $\sqrt{kT/m}$ for 300 K, the electron covers the distance $x_m$ in about 6 fs. A lattice mode of 0.05 eV, a rough value, responds in a time $\hbar/(0.05\ {\rm eV})\approx13$ fs. The ions lag behind, which favours the optical value, but the two times differ only by a factor of two. This estimate also uses a classical speed, which a tunnelling electron does not have. For this material the permittivity is the largest uncertainty in the lowering among the effects I have estimated.

The others are smaller:

- A second metal electrode on the far side of the 20 nm film changes the lowering by about 0.02 meV.
- A real metal does not screen exactly at its geometric surface. Where its electrons spill out, the image plane can lie in front of the surface; the argument below holds for either sign of the shift. In the Thomas–Fermi model the metal screens over a short depth, roughly 0.05 nm. This sets the image plane back by a distance $s$, which is that depth times the ratio of the insulator's permittivity to the background permittivity of the metal. I take this ratio as 1, so $s=0.05$ nm; a ratio of 4 would give 0.2 nm. The image term becomes $-K/(x+s)$. With $y=x+s$ and the field term left at $-fx$, the amount to be minimised is $K/y+fy-fs$, so this shift alone would reduce the lowering by $fs=5$ meV. That is the value in the output. But the applied field also reaches into the metal and lowers the band edge at the surface by $fs$. Both shifts are set by the mean depth of the induced charge, so they are equal as long as the field varies slowly along the surface. The energy is then $\phi_B-K/y-fy$: to this order the lowering is unchanged, and the top only moves closer to the metal by $s$.

The field is about one fifth of a rough breakdown field of 5 MV/cm, so the film can be expected to withstand it.

The assumption most at risk in a real switching film is that of a uniform field at a flat contact. Charged defects and roughness change the field locally. Where it is doubled over a region much larger than $x_m$, the formula gives a lowering larger by $\sqrt2$, about 0.27 eV. That this equals your first answer is a coincidence of factors.

The current is a separate matter. For a 2 eV barrier at 300 K and 1 MV/cm, the thermionic estimate with the free-electron Richardson constant is $4\times10^{-24}$ A/cm², or about one electron per square centimetre in ten hours. Even 800 times more is negligible in practice. A measurable current through such a film would have to come from something outside this model, such as conduction through defects or a lower barrier at some spots.

The numerical output below lists the values used here.

## Numbers as computed

```
INPUTS
field: 1.0e+08 V/m = 1.00 MV/cm
relative permittivity (optical): 4.0
static permittivity (rough): 20
film thickness: 20 nm; flat barrier (rough): 2.0 eV
tunnelling mass (rough): 0.20 electron masses
elementary charge: 1.6022e-19 C; eps0: 8.8542e-12 F/m
MAIN RESULT
q E: 1.6022e-11 N = 0.100 eV/nm
4 pi eps0 eps_r: 4.4506e-10 F/m
lowering squared: 0.03600 V^2
q^2/(4 pi eps0): 1.4400 eV nm
q^2/(16 pi eps0 eps_r): 0.09000 eV nm
barrier-top distance, formula: 0.9487 nm
barrier-top distance, numerical: 0.9487 nm
lowering, formula: 0.1897 eV
lowering, numerical: 0.1897 eV
image part at top: 0.0949 eV
field part at top: 0.0949 eV
lowered barrier: 1.8103 eV
wrong lowering if the half is missed: 0.2683 eV
NEGLECTED EFFECTS
lowering with static permittivity: 0.0849 eV
passage time over x_m at 300 K: 6.3 fs
lattice response time (0.05 eV mode): 13.2 fs
change by second electrode: 0.0244 meV
screening depth (rough): 0.05 nm
loss of lowering by screening: 5.00 meV
breakdown field (rough): 5.0 MV/cm
field / breakdown field: 0.20
INJECTION
kT at 300 K: 0.02585 eV
thermionic factor exp(lowering/kT), 300 K: 1540
thermionic current density, 300 K: 4.2e-24 A/cm^2
hbar omega at barrier top: 0.2834 eV
hbar omega/(2 pi): 0.0451 eV
hbar omega/(2 pi k): 523 K
current with tunnelling / thermionic, 300 K: 810
current with tunnelling / thermionic, 400 K: 18.8
current with tunnelling / thermionic, 800 K: 1.81
main current at 300 K flows below top by: 0.50 eV
transmission there, semiclassical: 1.9e-07
transmission there, wave equation: 1.3e-07
weaker field: 0.10 MV/cm
lowering at weaker field: 0.0600 eV
current ratio at weaker field, 300 K: 1.14
```
